# Cattaneo's law in a moving conductor: a comment on frame choice: a numerical check

```python
"""
Result under test: a rigid conductor that obeys Cattaneo's law in its rest frame,
    tau dq/dt + q = -K dT/dx,
obeys it in a frame where it moves at velocity u only if d/dt is replaced in the
flux law by the material derivative d/dt + u d/dx.  Keeping the partial derivative
changes front speeds, decay rates, grating drift and upstream heating.

Symbols: T temperature above background, q conductive flux relative to material,
C volumetric heat capacity, K conductivity, tau relaxation time, alpha = K/C,
g = q/C scaled flux, c = sqrt(alpha/tau) second-sound speed, U sample velocity,
M = U/c, k wavenumber.  Modes vary as exp(i k x + s t).
'Material law' and 'partial law' differ only in the flux law; both use the
correct energy balance of the moving conductor.
"""
import numpy as np
from scipy.constants import c as light_speed
from scipy.integrate import solve_ivp
from scipy.linalg import expm


def mode_matrix(k, alpha, tau, u_energy, u_flux, nonlocal_part=0.0):
    """Time generator for the Fourier amplitudes (T, g)."""
    return np.array([
        [-1j * k * u_energy, -1j * k],
        [-1j * k * alpha / tau,
         -1j * k * u_flux - (1 + nonlocal_part) / tau]])


# ---- Frame test by finite differences; alpha = tau = c = 1 ----
k_test = 1.3
rates, vectors = np.linalg.eig(mode_matrix(k_test, 1, 1, 0, 0))
weights = np.array([0.7, 0.4 + 0.3j])


def rest_fields(x_rest, t):
    phases = weights * np.exp(rates * t + 1j * k_test * x_rest)
    return (vectors @ phases).real


step = 1e-4
sample_velocity = 0.5
largest_material_residual = 0.0
largest_partial_residual = 0.0
for observer_velocity in (0.0, 0.2, 0.5, -0.7):
    u = sample_velocity - observer_velocity

    def seen(x, t):
        return rest_fields(x - u * t, t)

    for x, t in ((0.3, 0.4), (1.7, 0.9), (-0.8, 1.3)):
        T, g = seen(x, t)
        T_t, g_t = (seen(x, t + step) - seen(x, t - step)) / (2 * step)
        T_x, g_x = (seen(x + step, t) - seen(x - step, t)) / (2 * step)
        energy_residual = T_t + u * T_x + g_x
        partial_residual = g_t + g + T_x
        material_residual = partial_residual + u * g_x
        total_flux_residual = (g_t + u * T_t) + (g + u * T) + T_x
        assert abs(energy_residual) < 1e-6
        assert abs(material_residual) < 1e-6
        assert abs(partial_residual + u * g_x) < 1e-6
        assert abs(total_flux_residual
                   - (u * T - u * (2 * g_x + u * T_x))) < 1e-6
        largest_material_residual = max(largest_material_residual,
                                        abs(material_residual))
        largest_partial_residual = max(largest_partial_residual,
                                       abs(partial_residual))
assert largest_partial_residual > 0.05


# ---- Front speeds, damping and dispersion of the partial law ----
def front_speeds(U, alpha, tau, u_flux):
    return np.sort(np.linalg.eigvals(
        np.array([[U, 1.0], [alpha / tau, u_flux]])).real)


for U in (0.5, 1.25):
    root = np.sqrt(U**2 / 4 + 1)
    assert np.allclose(front_speeds(U, 1, 1, U), [U - 1, U + 1])
    assert np.allclose(front_speeds(U, 1, 1, 0), [U / 2 - root, U / 2 + root])

    k_high = 200.0
    s = np.linalg.eigvals(mode_matrix(k_high, 1, 1, U, 0))
    s = s[np.argsort(-s.imag / k_high)]          # backward wave first
    assert np.allclose(-s.real, [0.5 + U / (4 * root), 0.5 - U / (4 * root)],
                       atol=1e-3)
    s_material = np.linalg.eigvals(mode_matrix(k_high, 1, 1, U, U))
    assert np.allclose(-s_material.real, 0.5, atol=1e-8)

    k_mid = 1.7
    s_matrix = np.linalg.eigvals(mode_matrix(k_mid, 1, 1, U, 0))
    s_poly = np.roots([1, 1 + 1j * k_mid * U, 1j * k_mid * U + k_mid**2])
    assert np.allclose(np.sort_complex(s_matrix), np.sort_complex(s_poly))
    assert abs(-s_poly.imag.mean() / k_mid - U / 2) < 1e-10

k_low, U = 0.01, 0.5
s = np.linalg.eigvals(mode_matrix(k_low, 1, 1, U, 0))
slow_root = s[np.argmax(s.real)]
slow_formula = -1j * k_low * U - k_low**2 * (1 + 1j * k_low * U)
assert abs(slow_root - slow_formula) < 5e-8      # next order is k^4


# ---- Fixed heater on a sliding conductor, simulated from a cold start ----
def heater_profile(U, u_energy, u_flux, heater_velocity):
    """Return distance upstream of the heater and temperature (c = tau = 1)."""
    points, length, width, dt = 1024, 200.0, 0.5, 0.02
    dx = length / points
    x = (np.arange(points) - points // 2) * dx
    k = 2 * np.pi * np.fft.rfftfreq(points, dx)
    source = np.fft.rfft(np.exp(-x**2 / (2 * width**2)))
    steps = int(round(75 / U / dt))

    def slope(T, g, drive):
        return (-1j * k * (u_energy * T + g) + drive,
                -1j * k * (u_flux * g + T) - g)

    T = np.zeros_like(source)
    g = np.zeros_like(source)
    half_shift = np.exp(-1j * k * heater_velocity * dt / 2)
    drive = source.copy()
    for _ in range(steps):
        drive_half = drive * half_shift
        drive_end = drive_half * half_shift
        a, b = slope(T, g, drive)
        a2, b2 = slope(T + dt * a / 2, g + dt * b / 2, drive_half)
        a3, b3 = slope(T + dt * a2 / 2, g + dt * b2 / 2, drive_half)
        a4, b4 = slope(T + dt * a3, g + dt * b3, drive_end)
        T = T + dt * (a + 2 * a2 + 2 * a3 + a4) / 6
        g = g + dt * (b + 2 * b2 + 2 * b3 + b4) / 6
        drive = drive_end
    heater_position = heater_velocity * steps * dt
    return heater_position - x, np.fft.irfft(T, points)


def upstream_length(profile):
    distance, T = profile
    chosen = (distance > 3) & (distance < 6)
    return -1 / np.polyfit(distance[chosen], np.log(T[chosen]), 1)[0]


# True physics is run in the rest frame, where the heater moves at -U.
true_slow = upstream_length(heater_profile(0.5, 0, 0, -0.5))
partial_slow = upstream_length(heater_profile(0.5, 0.5, 0, 0))
distance, T_fast = heater_profile(1.25, 0, 0, -1.25)
ahead = (distance > 4) & (distance < 10)
true_fast_ratio = np.max(np.abs(T_fast[ahead])) / np.max(T_fast)
partial_fast = upstream_length(heater_profile(1.25, 1.25, 0, 0))
assert abs(true_slow / ((1 - 0.5**2) / 0.5) - 1) < 0.01
assert abs(partial_slow / (1 / 0.5) - 1) < 0.01
assert true_fast_ratio < 1e-6
assert abs(partial_fast / (1 / 1.25) - 1) < 0.01


# ---- Rotation: the material derivative of a vector is not enough ----
def spinning_flux(t, spin):
    return np.exp(-t) * np.array([np.cos(spin * t), np.sin(spin * t)])


spin, t = 0.3, 0.8
q_vector = spinning_flux(t, spin)
q_rate = (spinning_flux(t + step, spin)
          - spinning_flux(t - step, spin)) / (2 * step)
spin_residual = np.linalg.norm(q_rate + q_vector) / np.linalg.norm(q_vector)
assert abs(spin_residual - spin) < 1e-6

# ---- Example: rough values in the regime of graphite near 100 K ----
K_si, C_si, tau_ns = 3000.0, 0.3e6, 1.0          # W/(m K), J/(m^3 K), ns
U_si, period_um, time_ns = 100.0, 10.0, 3.0      # m/s, um, ns
alpha_si = K_si / C_si
alpha = alpha_si * 1e3                         # um^2/ns
U = U_si * 1e-3                                # um/ns
c_wave = np.sqrt(alpha / tau_ns)
mach = U / c_wave
k = 2 * np.pi / period_um
s_rest = np.linalg.eigvals(mode_matrix(k, alpha, tau_ns, 0, 0))
s_partial = np.linalg.eigvals(mode_matrix(k, alpha, tau_ns, U, 0))
s_partial = s_partial[np.argsort(s_partial.imag)]  # forward wave first


def grating_shift(u_flux, nonlocal_part=0.0):
    moving = expm(time_ns * mode_matrix(k, alpha, tau_ns, U, u_flux,
                                        nonlocal_part))[0, 0]
    resting = expm(time_ns * mode_matrix(k, alpha, tau_ns, 0, 0,
                                         nonlocal_part))[0, 0]
    return -np.angle(moving / resting) / k


def simulated_amplitude(u_energy, u_flux):
    """Complex grating amplitude from a real-space finite-difference run."""
    points = 128
    dx = period_um / points
    x = np.arange(points) * dx

    def gradient(f):
        return (8 * (np.roll(f, -1) - np.roll(f, 1))
                - (np.roll(f, -2) - np.roll(f, 2))) / (12 * dx)

    def derivative(t, y):
        T, g = y[:points], y[points:]
        T_x, g_x = gradient(T), gradient(g)
        return np.concatenate((-u_energy * T_x - g_x,
                               -u_flux * g_x - (g + alpha * T_x) / tau_ns))

    start = np.concatenate((np.cos(k * x), np.zeros(points)))
    end = solve_ivp(derivative, (0, time_ns), start, method="DOP853",
                    rtol=1e-9, atol=1e-11).y[:points, -1]
    return np.fft.fft(end)[1] * 2 / points


rest_amplitude = simulated_amplitude(0, 0)
shift_material = grating_shift(U)
shift_partial = grating_shift(0)
simulated_material = -np.angle(simulated_amplitude(U, U) / rest_amplitude) / k
simulated_partial = -np.angle(simulated_amplitude(U, 0) / rest_amplitude) / k
assert abs(simulated_material - U * time_ns) < 1e-4
assert abs(simulated_partial - shift_partial) < 1e-4
assert abs(shift_material - shift_partial) > 0.05

# ---- Sizes of effects left out; the inputs are rough assumptions ----
tau_normal_ns, K_cross, depth_um = 0.01, 10.0, 5.0
temperature, amplitude, exponent, rotor_radius = 100.0, 0.1, 2.0, 0.1
# Isotropic Debye estimate: phonon speed squared is 3 c^2.
viscosity = 9 / 5 * alpha * tau_normal_ns * k**2
knudsen = k * np.sqrt(3) * c_wave * tau_normal_ns
spread_um = np.sqrt(K_cross / C_si * time_ns * 1e-9) * 1e6
coefficient_change = exponent * amplitude / temperature
spin_tau = U_si / rotor_radius * tau_ns * 1e-9
relativity = U_si * c_wave * 1e3 / light_speed**2

speeds_m = front_speeds(U, alpha, tau_ns, U) * 1e3
speeds_p = front_speeds(U, alpha, tau_ns, 0) * 1e3
print("FRAME TEST (c = tau = 1)")
print(f"largest material-law residual: {largest_material_residual:.1e}")
print(f"largest partial-law residual: {largest_partial_residual:.3f}")
print("THOUGHT CASES (speeds in c, lengths in c tau)")
for m in (0.5, 1.25):
    a, b = front_speeds(m, 1, 1, m), front_speeds(m, 1, 1, 0)
    print(f"M={m}: material fronts {a[0]:.3f}, {a[1]:.3f}")
    print(f"M={m}: partial fronts {b[0]:.3f}, {b[1]:.3f}")
print(f"M=0.5 upstream length, true simulation: {true_slow:.3f}")
print(f"M=0.5 upstream length, partial simulation: {partial_slow:.3f}")
print(f"M=1.25 true upstream T / peak T: below 1e-6: {true_fast_ratio < 1e-6}")
print(f"M=1.25 upstream length, partial simulation: {partial_fast:.3f}")
print("EXAMPLE INPUTS (rough, graphite regime)")
print(f"K = {K_si:.0f} W/(m K); C = {C_si / 1e6:.1f} MJ/(m^3 K)")
print(f"tau = {tau_ns:.1f} ns; U = {U_si:.0f} m/s")
print(f"period = {period_um:.0f} um; viewing time = {time_ns:.0f} ns")
print("EXAMPLE RESULTS")
print(f"alpha = {alpha_si:.4f} m^2/s; c = {c_wave * 1e3:.1f} m/s")
print(f"M = {mach:.5f}; k = {k:.5f} 1/um")
print(f"rest decay rate = {-s_rest[0].real:.4f} 1/ns")
print(f"rest angular frequency = {abs(s_rest[0].imag):.4f} rad/ns")
print(f"rest amplitude at viewing time / initial = {rest_amplitude.real:.4f}")
print(f"material fronts = {speeds_m[0]:.1f}, {speeds_m[1]:.1f} m/s")
print(f"partial fronts = {speeds_p[0]:.1f}, {speeds_p[1]:.1f} m/s")
print(f"partial decay, forward wave = {-s_partial[0].real:.4f} 1/ns")
print(f"partial decay, backward wave = {-s_partial[1].real:.4f} 1/ns")
print(f"partial mean drift = {-s_partial.imag.mean() / k * 1e3:.1f} m/s")
print(f"grating shift, material law = {shift_material:.4f} um")
print(f"grating shift, partial law = {shift_partial:.4f} um")
print(f"heater length, material = {alpha / U * (1 - mach**2):.2f} um")
print(f"heater length, partial = {alpha / U:.2f} um")
print("NEGLECTED EFFECTS (rough estimates)")
print(f"normal-scattering time assumed = {tau_normal_ns * 1e3:.0f} ps")
print(f"viscous term / resistive term = {viscosity:.4f}")
print(f"partial shift with viscosity = {grating_shift(0, viscosity):.4f} um")
print(f"material shift with viscosity = {grating_shift(U, viscosity):.4f} um")
print(f"k times normal mean free path = {knudsen:.4f}")
print(f"cross-plane K assumed = {K_cross:.0f} W/(m K)")
print(f"cross-plane spread = {spread_um:.3f} um; depth = {depth_um:.0f} um")
print(f"base T = {temperature:.0f} K; grating amplitude = {amplitude:.1f} K")
print(f"C change for assumed T^{exponent:.0f} law = {coefficient_change:.4f}")
print(f"rotor radius = {rotor_radius:.1f} m; spin rate x tau = {spin_tau:.1e}")
print(f"relativistic velocity correction U c / light^2 = {relativity:.1e}")
print("every check passed")
```

It prints:

```
FRAME TEST (c = tau = 1)
largest material-law residual: 5.6e-09
largest partial-law residual: 0.577
THOUGHT CASES (speeds in c, lengths in c tau)
M=0.5: material fronts -0.500, 1.500
M=0.5: partial fronts -0.781, 1.281
M=1.25: material fronts 0.250, 2.250
M=1.25: partial fronts -0.554, 1.804
M=0.5 upstream length, true simulation: 1.500
M=0.5 upstream length, partial simulation: 2.000
M=1.25 true upstream T / peak T: below 1e-6: True
M=1.25 upstream length, partial simulation: 0.800
EXAMPLE INPUTS (rough, graphite regime)
K = 3000 W/(m K); C = 0.3 MJ/(m^3 K)
tau = 1.0 ns; U = 100 m/s
period = 10 um; viewing time = 3 ns
EXAMPLE RESULTS
alpha = 0.0100 m^2/s; c = 3162.3 m/s
M = 0.03162; k = 0.62832 1/um
rest decay rate = 0.5000 1/ns
rest angular frequency = 1.9230 rad/ns
rest amplitude at viewing time / initial = 0.1657
material fronts = -3062.3, 3262.3 m/s
partial fronts = -3112.7, 3212.7 m/s
partial decay, forward wave = 0.4918 1/ns
partial decay, backward wave = 0.5082 1/ns
partial mean drift = 50.0 m/s
grating shift, material law = 0.3000 um
grating shift, partial law = 0.0941 um
heater length, material = 99.90 um
heater length, partial = 100.00 um
NEGLECTED EFFECTS (rough estimates)
normal-scattering time assumed = 10 ps
viscous term / resistive term = 0.0711
partial shift with viscosity = 0.0851 um
material shift with viscosity = 0.3000 um
k times normal mean free path = 0.0344
cross-plane K assumed = 10 W/(m K)
cross-plane spread = 0.316 um; depth = 5 um
base T = 100 K; grating amplitude = 0.1 K
C change for assumed T^2 law = 0.0020
rotor radius = 0.1 m; spin rate x tau = 1.0e-06
relativistic velocity correction U c / light^2 = 3.5e-12
every check passed
```
